# Unbiased backscattering estimates when a simulation stops at k events

## Question

I am simulating boron implantation into silicon, one incident ion per history. Backscattering is rare, so I don't fix the number of histories in advance. I let the simulation run until it has produced its $k$-th backscattered ion, note the number $N$ of histories used, and report $k/N$.

I have been told that $k/N$ overestimates the backscattering probability on average, and that I should use $(k-1)/(N-1)$, provided $k\ge2$. This puzzles me. I really did see $k$ backscattered ions in $N$ histories, so why discard one of each? With a fixed number of histories, the plain fraction is surely right. How is the claim proved, and does the difference matter for, say, $k=10$ and a probability of a few per cent?

## Answer

The counts are right, but the stopping rule has fixed the outcome of the last history: it must be a backscattering. Removing that history removes one event from the numerator and one history from the denominator. The proof below shows why this is the right correction.

### Assumptions and the law of $N$

Let each history end in backscattering with the same probability $p$, independently of the others, with $0<p<1$, and write $q=1-p$. A history follows one incident ion; emitted target atoms are not counted. If the energy or angle of incidence varies, draw it independently from the same distribution for each history; $p$ is then the average over that distribution. Histories are counted in launch order, the last one included, and for now there is no upper limit on their number.

For the run to stop at $N=n$, history $n$ must backscatter, and exactly $k-1$ of the preceding $n-1$ must do so. There are $\binom{n-1}{k-1}$ ways to place those earlier events. Each complete sequence has $k$ backscatterings and $n-k$ other outcomes, so

$$
P_k(n)=\binom{n-1}{k-1}p^kq^{\,n-k},\qquad n=k,k+1,\ldots
$$

These probabilities sum to one. The probability of still running after $n$ histories is $\sum_{j<k}\binom nj p^jq^{n-j}$, a finite sum in which each term is a polynomial in $n$ times a decaying exponential. It tends to zero, so the run ends with probability one.

### Why $(k-1)/(N-1)$ is unbiased

Take $k\ge2$, so that $N-1\ge1$. Writing out the factorials gives

$$
\frac{k-1}{n-1}\binom{n-1}{k-1}
=\frac{k-1}{n-1}\,\frac{(n-1)!}{(k-1)!\,(n-k)!}
=\frac{(n-2)!}{(k-2)!\,(n-k)!}
=\binom{n-2}{k-2}.
$$

The mean of the corrected estimator is therefore

$$
E\!\left[\frac{k-1}{N-1}\right]
=\sum_{n=k}^{\infty}\binom{n-2}{k-2}p^kq^{\,n-k}.
$$

Take out one factor $p$ and set $m=n-1$. Since $n-k=m-(k-1)$,

$$
E\!\left[\frac{k-1}{N-1}\right]
=p\sum_{m=k-1}^{\infty}\binom{m-1}{k-2}p^{k-1}q^{\,m-(k-1)}
=p\sum_{m=k-1}^{\infty}P_{k-1}(m)=p.
$$

The last sum is the total probability for a run that stops at its $(k-1)$-th event, which is one.

There is also a direct reason. Suppose you are told that $N=n$. All arrangements of the $k-1$ earlier events among the first $n-1$ places are equally likely, because they have the same probability $p^kq^{n-k}$. Hence

$$
P(\text{first history backscatters}\mid N=n)=\frac{k-1}{n-1}.
$$

Average this over $N$. The left side becomes the unconditional probability that the first history backscatters, which is $p$. The last history cannot be used in this way: given $N=n$, it backscatters with probability one whatever $p$ is.

For $k=1$ the formula gives $0/0$ when $N=1$ and zero otherwise, which is why $k\ge2$ is required.

### Why $k/N$ is too large on average

For $k\ge2$, subtract the two estimators:

$$
\frac kN-\frac{k-1}{N-1}
=\frac{k(N-1)-(k-1)N}{N(N-1)}
=\frac{N-k}{N(N-1)}\ge0.
$$

The difference vanishes only if $N=k$, which has probability $p^k<1$. Its mean is therefore positive. Since the second estimator has mean $p$, it follows that $E[k/N]>p$.

A second argument includes $k=1$ and shows where the bias comes from. The wait for one backscattering has mean $\sum_{w\ge1}w\,pq^{w-1}=p/(1-q)^2=1/p$. Since $N$ is the sum of $k$ such waits, its mean is $\mu=k/p$. Now use the identity

$$
\frac1N=\frac2\mu-\frac N{\mu^2}+\frac{(N-\mu)^2}{N\mu^2},
$$

which you can check by expanding the square. The first two terms on the right average to $2/\mu-1/\mu=1/\mu$, so

$$
E\!\left[\frac kN\right]
=p+k\,E\!\left[\frac{(N-\mu)^2}{N\mu^2}\right]>p.
$$

The inequality is strict because $N$ fluctuates. Runs that stop early raise the fraction more than equally late runs lower it. With $k=10$ and $\mu=250$, for instance, $N=150$ gives 0.067 and $N=350$ gives 0.029. Their average is 0.048, although the average of the two $N$ values corresponds to 0.040.

The statement concerns the mean over runs. A single value of $k/N$ can well lie below $p$; for $p=0.04$ and $k=10$ this has probability 0.46.

### How large is the bias?

Start from $1/N=\int_0^1s^{N-1}\,ds$. For one waiting time,

$$
\sum_{w=1}^{\infty}pq^{w-1}s^w=\frac{ps}{1-qs}.
$$

The $k$ waits are independent, so $E[s^N]$ is the $k$-th power of this expression. All terms are non-negative, so the mean and the integral may be interchanged:

$$
E\!\left[\frac kN\right]
=k\int_0^1\left(\frac{ps}{1-qs}\right)^k\frac{ds}{s}.
$$

Substitute $t=ps/(1-qs)$. Solving for $s$ gives

$$
s=\frac{t}{p+qt},\qquad
\frac{ds}{dt}=\frac{(p+qt)-qt}{(p+qt)^2}=\frac p{(p+qt)^2},\qquad
\frac{ds}{s}=\frac{p\,dt}{t(p+qt)}.
$$

The limits remain 0 and 1, because $s=1$ gives $t=p/(1-q)=1$. Thus

$$
E\!\left[\frac kN\right]
=pk\int_0^1\frac{t^{k-1}}{p+qt}\,dt.
$$

Now integrate by parts, using $kt^{k-1}=d(t^k)/dt$. The boundary term is 1, and the derivative of $1/(p+qt)$ is $-q/(p+qt)^2$. The relative bias is therefore

$$
B\equiv\frac{E[k/N]-p}{p}
=q\int_0^1\frac{t^k}{(p+qt)^2}\,dt.
$$

For $0<t<1$ we have $p+qt-t=p(1-t)>0$ and $1-(p+qt)=q(1-t)>0$. So $t<p+qt<1$, and for $k\ge2$

$$
\frac{q}{k+1}<B<\frac{q}{k-1}.
$$

Three limits follow:

- At fixed $k\ge2$ and $p\to0$, the integrand tends to $t^{k-2}$ and $B\to1/(k-1)$. Rarer events do not remove the relative bias.
- At fixed $p$ and $k\to\infty$, both bounds approach $q/k$. The bias then falls as $1/k$.
- As $p\to1$, $q\to0$ and the bias vanishes, since nearly every run has $N=k$.

For $k=1$ the integral for the mean gives

$$
E[1/N]=p\int_0^1\frac{dt}{p+qt}=-\frac{p\ln p}{1-p}.
$$

At $p=0.04$ this is 235 % above $p$. The relative bias is 80 % at $k=2$, 23 % at $k=5$, 10.6 % at $k=10$ and 0.96 % at $k=101$.

### An error bar from the same run

For $k\ge3$, the cancellation used above can be made twice:

$$
\frac{(k-1)(k-2)}{(n-1)(n-2)}\binom{n-1}{k-1}=\binom{n-3}{k-3}.
$$

Taking out $p^2$ leaves the total probability for stopping at the $(k-2)$-th event. The ratio on the left, with $n=N$, is therefore an unbiased estimator of $p^2$.

Let $u=(k-1)/(N-1)$. Its variance is $E[u^2]-p^2$, so an unbiased estimate of that variance is

$$
\begin{aligned}
v&=u^2-\frac{(k-1)(k-2)}{(N-1)(N-2)}
=u\left[\frac{k-1}{N-1}-\frac{k-2}{N-2}\right]\\
&=u\,\frac{(k-1)(N-2)-(k-2)(N-1)}{(N-1)(N-2)}
=u\,\frac{N-k}{(N-1)(N-2)}.
\end{aligned}
$$

Because $1-u=(N-k)/(N-1)$, this becomes

$$
v=\frac{u(1-u)}{N-2}.
$$

Use $\sqrt v$ as an approximate standard error. It is $v$ that is unbiased; its square root is too small on average. For $p=0.04$ the mean of $\sqrt v$ is 0.0131 at $k=10$, where the true standard deviation is 0.0138. At $k=3$ the two values are 0.028 and 0.036, so treat the error bar with caution when $k$ is very small.

### Numbers for your case

Take $p=0.04$ and $k=10$, so the mean run length is $10/0.04=250$ histories. Suppose one run stops at $N=201$. Then

$$
\frac kN=\frac{10}{201}=0.0498,\qquad
u=\frac9{200}=0.0450,
$$

$$
\sqrt v=\sqrt{\frac{0.045\times0.955}{199}}=0.0147.
$$

The correction, 0.0048, is smaller than the statistical error of this one run. Nor does it bring every run closer to $p$: at $N=300$ the plain fraction is 0.033 and the corrected one 0.030. What it removes is the error that survives averaging.

Over all possible runs, $k/N$ has mean 0.0442 and standard deviation 0.0151. The corrected estimator has mean 0.0400 and standard deviation 0.0138, so here it has the smaller spread as well.

If you average $k/N$ over $R$ independent runs, the standard error falls as $0.0151/\sqrt R$ while the bias stays at 0.0042. They are equal at $R=(0.01514/0.004225)^2\approx13$. Beyond that, more runs mainly sharpen a wrong answer.

You can either average the corrected values or pool the runs. Placed end to end, $R$ runs form one run that stops at event $Rk$. With $N_{\rm tot}$ histories in total, the unbiased pooled estimate is $(Rk-1)/(N_{\rm tot}-1)$.

### What changes if the stopping rule changes

**Fixed number of histories.** You are right about this case. If $M$ histories are run and $K$ of them backscatter, then $E[K]=Mp$ and $K/M$ is unbiased. Subtracting one would now be the mistake:

$$
E\!\left[\frac{K-1}{M-1}\right]=\frac{Mp-1}{M-1}<p.
$$

For $M=250$ and $p=0.04$ this is $9/249=0.0361$.

**A cap on the run length.** Suppose you also stop at $M$ histories if the $k$-th event has not arrived. An unfinished run has $K\le k-1$ events, and all their arrangements among the $M$ places are equally likely. The probability that its first history backscattered is thus $K/M$. By the same averaging as before, the mean is $p$ if you report $(k-1)/(N-1)$ for finished runs and $K/M$ for unfinished ones.

Discarding the unfinished runs spoils this. Every finished run gives at least $(k-1)/(M-1)$, which exceeds any possible $K/M$, so you would be throwing away the lowest values. With a cap of 300 histories, 24 % of runs are unfinished. Discarding them gives a mean of 0.0444, about as bad as using $k/N$ without a cap; keeping them restores 0.0400.

**Parallel workers.** Count histories in launch order, not in order of completion. If backscattered ions have shorter histories, they are reported early, while long histories of implanted ions are still in progress and missing from $N$.

I simulated 4000 runs with 32 workers, again with $p=0.04$ and $k=10$. Backscattered histories took 0.3 times as long on average as the others, and individual durations were spread uniformly between 0.5 and 1.5 times their mean. The ratio 0.3 is a chosen value, so the size of the effect belongs to this model.

- Completion order gave a mean corrected estimate of $0.0447\pm0.0003$, which is 12 % too high.
- Launch order gave $0.0399\pm0.0002$, consistent with $p$.
- Completion order with equal mean durations gave $0.0406\pm0.0002$.

The last value lies 2.7 standard errors above 0.04. In that control the durations do not depend on the outcomes, so the completion order carries no information about them and the expected value is $p$. I therefore read the excess as a sampling fluctuation, though a rather large one. Most of the 12 % disappears when only the difference in mean duration is removed, which supports the explanation.

In practice, number the histories at launch. When $k$ events have been reported, take the highest launch number among them and let every history with a lower number finish. Then find the $k$-th event in launch order; its launch number is $N$.

### What it means for the implant

The value $p=0.04$ is a round number chosen to match "a few per cent"; it is not the result of a transport calculation for a particular implant. The real probability depends on the ion energy, the angle of incidence and the target, so take it from your own simulation. With $p=0.04$ and a fluence of $1\times10^{15}\ \mathrm{cm^{-2}}$, the lost fluence is $4.0\times10^{13}\ \mathrm{cm^{-2}}$, whereas $k/N$ would report $4.4\times10^{13}\ \mathrm{cm^{-2}}$ on average. If every ion that is not backscattered counts as retained, which neglects later sputtering of implanted boron, the retained fluence would be too low by only 0.44 % on average. The bias thus matters if you study backscattering itself, and much less if you only want the retained dose.

A real wafer departs from the assumption of a fixed, bare silicon target. A 1 nm native oxide is 10 % of a 10 nm surface layer, and the full boron fluence spread over that layer amounts to 2 boron atoms per 100 silicon atoms. These shares are a crude scale for the target change, not calculated changes in $p$. If $p$ did shift by 10 %, the lost fluence would move by $4\times10^{12}\ \mathrm{cm^{-2}}$, about as much as the estimator bias at $k=10$.

The two changes also differ in kind. A fixed oxide alters the value of $p$, but the estimator remains unbiased for the new value. If your simulation updates the target as boron accumulates, the histories are no longer independent with one common $p$, and the proof does not apply to the run as a whole. For the probability at a chosen fluence, hold the target fixed in the state it has there. For the mean loss over the whole implant, repeat the simulation from a fresh target with a fixed number $M$ of histories, each standing for an equal share of the full fluence. The mean of $K/M$ is then the backscattering probability averaged over the run, because expectations add even when the histories depend on each other.

The numerical output below gives the main computed values to more digits.

## Table of computed values

```
Backscattering probability p: 0.0400
Target count k: 10
Fluence: 1.00e+15 cm^-2
Mean number of histories: 250.0
One run, histories N: 201
One run, k/N: 0.04975
One run, (k-1)/(N-1): 0.04500
One run, standard error of (k-1)/(N-1): 0.01470
Mean of k/N: 0.044225
Mean of (k-1)/(N-1): 0.040000
Bias of k/N: 0.004225
Relative bias of k/N: 10.56 %
Upper bound p k/(k-1): 0.044444
Standard deviation of k/N: 0.01514
Standard deviation of (k-1)/(N-1): 0.01378
Probability that k/N is below p: 0.4554
Averaged runs where bias = standard error: 12.8
Relative bias of k/N at k=1: 235.300 %
Relative bias of k/N at k=2: 80.392 %
Relative bias of k/N at k=5: 23.394 %
Relative bias of k/N at k=10: 10.562 %
Relative bias of k/N at k=101: 0.959 %
True lost fluence: 4.000e+13 cm^-2
Mean lost fluence from k/N: 4.422e+13 cm^-2
Mean error in lost fluence: 4.225e+12 cm^-2
True retained fluence: 9.600e+14 cm^-2
Relative error, retained fluence: -0.440 %
Fixed number of histories M: 250
Fixed M, mean of K/M: 0.040000
Fixed M, mean of (K-1)/(M-1): 0.036145
Cap on histories: 300
Probability of reaching cap unfinished: 0.2370
Corrected mean, unfinished runs discarded: 0.044441
Corrected mean, unfinished runs kept as K/cap: 0.040000
Parallel workers: 32; simulated runs: 4000
Duration ratio, backscattered/stopped: 0.30
Completion order, mean: 0.04473 +/- 0.00029
Completion order, bias: 11.8 %
Launch order, mean: 0.03987 +/- 0.00022
Equal durations, mean: 0.04059 +/- 0.00022
Silicon atomic density: 4.994e+22 cm^-3
Layer thickness: 10.0 nm; oxide: 1.0 nm
Implanted boron per silicon atom: 2.00 %
Oxide share of layer: 10.0 %
```
